# Diamagnetic shift and mass increase of a film subband in an in-plane field, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the film Hamiltonian to the shift and the mass

A field of 10 T in the plane of a 10 nm film, with barriers 0.25 eV high and an electron mass of $0.30\,m_e$, raises the lowest subband by 0.13 meV and makes its electrons 1.8 % heavier for motion perpendicular to the field. In the second subband of the same film the electrons become about 0.5 % lighter. If the barriers are made infinitely high at the same thickness, the mass increase of the lowest subband falls to 1.0 %. Two properties of the film at zero field account for these numbers: the position variance, which sets the shift, and the polarizability across the film, which sets the mass.

### Model and choice of origin

The film is confined along $z$ by a potential $V(z)$ and is uniform along $x$ and $y$. The principal masses $m_x, m_y, m_z$ are constants, the same in film and barriers. The field $B$ points along $y$. Electrons have charge $-e$ with $e>0$, so the momentum $\mathbf p$ is replaced by $\mathbf p+e\mathbf A$. I take $\mathbf A=(Bz,0,0)$; its curl has the single component $\partial_z A_x=B$ along $y$, as required. Spin, collisions, lattice vibrations and the interaction between electrons are left out: the result is for one electron in a rigid film. The second half discusses these omissions and gives rough sizes.

Since $\mathbf A$ depends on $z$ alone, plane waves in $x$ and $y$ separate off. The motion along $y$ adds $\hbar^2k_y^2/2m_y$, which contains no field: the mass along the field is unchanged in this model. For wavevector $k$ along $x$ there remains

$$H(k)=H_0+\frac{(\hbar k+eBz)^2}{2m_x},\qquad H_0=\frac{p_z^2}{2m_z}+V(z).$$

Let $H_0$ have levels $\varepsilon_n$ and real states $\varphi_n$, with $n=0$ the lowest. States of the continuum above finite barriers are included in sums over $n$. Define the mean position and the variance in the lowest state,

$$\bar z=\langle\varphi_0|z|\varphi_0\rangle,\qquad \zeta=z-\bar z,\qquad \sigma^2=\langle\varphi_0|\zeta^2|\varphi_0\rangle.$$

Inserting $z=\bar z+\zeta$ gives

$$\hbar k+eBz=\hbar q+eB\zeta,\qquad q=k+\frac{eB\bar z}{\hbar}.$$

A shift of the origin of $z$ therefore only relabels the wavevector. The quantity $\langle z^2\rangle$ depends on the origin and cannot set an energy shift; $\sigma^2$ does not depend on it. Expanding the square,

$$H=H_0+\frac{\hbar^2q^2}{2m_x}+\lambda\zeta+\mu\zeta^2,\qquad \lambda=\frac{\hbar q\,eB}{m_x},\qquad \mu=\frac{e^2B^2}{2m_x}.$$

### Which terms are quadratic in the field

The term $\hbar^2q^2/2m_x$ is a number. The other two are treated as a perturbation. A contribution with $a$ factors of $\lambda$ and $c$ factors of $\mu$ is proportional to $q^aB^{a+2c}$. A total power $B^2$ requires $a+2c=2$, which leaves two possibilities: one factor of $\mu$, or two factors of $\lambda$. A single factor of $\lambda$ would give a term linear in $B$, but its coefficient is $\langle\zeta\rangle=0$.

The term with one $\mu$ is the first-order energy $\mu\sigma^2$. The term with two $\lambda$ is the second-order energy

$$-\lambda^2\sum_{n>0}\frac{|\zeta_{n0}|^2}{\varepsilon_n-\varepsilon_0}=-\lambda^2S,\qquad S=\sum_{n>0}\frac{|z_{n0}|^2}{\varepsilon_n-\varepsilon_0}.$$

Here $\zeta_{n0}=z_{n0}$ for $n>0$, because the constant $\bar z$ does not connect orthogonal states. The sum $S$ has the dimension of length squared over energy. Writing out $\lambda$,

$$\lambda^2S=\frac{\hbar^2q^2e^2B^2S}{m_x^2}=\frac{\hbar^2q^2}{2m_x}\,\frac{2e^2B^2S}{m_x}.$$

The subband energy is then

$$E(q)=\varepsilon_0+\frac{e^2B^2\sigma^2}{2m_x}+\frac{\hbar^2q^2}{2m_x}\left(1-\frac{2e^2B^2S}{m_x}\right)+O(B^3).$$

The expansion needs both perturbations to be small on the scale of the first gap: $|\lambda|\sigma\ll\varepsilon_1-\varepsilon_0$ and $\mu\sigma^2\ll\varepsilon_1-\varepsilon_0$. The first condition limits the wavevector as well as the field. With finite barriers, $\lambda\zeta$ taken alone would pull the electron out of the film at large distance. In the full Hamiltonian it is part of a complete square, which is never negative, so no such escape occurs. The series is used here as a small-field expansion; its convergence at a given field is not claimed.

### The minimum of an asymmetric film

The terms of order $B^3$ have $a=1,c=1$ or $a=3,c=0$, so they are proportional to $q$ or to $q^3$. They vanish when $V$ is symmetric about $\bar z$, since $E$ is then even in $q$. In an asymmetric film the linear one comes from the cross term in second order,

$$-2\lambda\mu R,\qquad R=\sum_{n>0}\frac{\zeta_{0n}(\zeta^2)_{n0}}{\varepsilon_n-\varepsilon_0}.$$

The factor 2 arises because $\lambda\zeta$ and $\mu\zeta^2$ can act in either order. With $2\lambda\mu=\hbar q\,e^3B^3/m_x^2$, the leading terms in $q$ are

$$\frac{\hbar^2q^2}{2m_x}-\frac{\hbar e^3B^3R}{m_x^2}\,q .$$

Setting the derivative to zero places the minimum at

$$q_0=\frac{e^3B^3R}{\hbar m_x}.$$

Its energy is lowered by $\hbar^2q_0^2/2m_x$, which is of order $B^6$. The cubic term, with coefficient of order $B^3$, changes the curvature at $q_0$ by an amount proportional to $B^3q_0$, again of order $B^6$. The first corrections to both the minimum energy and the curvature are therefore of order $B^4$, with or without mirror symmetry.

The rise of the minimum is

$$\boxed{\Delta E=\frac{e^2B^2\sigma^2}{2m_x}+O(B^4)}$$

The effective mass is defined by the curvature at the minimum, $1/m_x^*=\hbar^{-2}\,d^2E/dq^2$. Hence

$$\frac{m_x}{m_x^*}=1-g+O(B^4),\qquad g=\frac{2e^2B^2S}{m_x}.$$

Since $1/(1-g)=1+g+O(g^2)$ and $g^2$ is of order $B^4$, inversion gives

$$\boxed{m_x^*=m_x+2e^2S\,B^2+O(B^4)}$$

For the lowest subband every denominator in $S$ is positive. At least one matrix element is nonzero because the state has a finite width. Thus $S>0$ and the mass increases at this order.

The quadratic formula for the energy is also an upper bound. At $q=0$, the state $\varphi_0$ gives the full Hamiltonian the mean value $\varepsilon_0+\mu\sigma^2$. By the variational principle the true energy at $q=0$ cannot be higher, and the minimum over $q$ cannot be higher than that. The true shift is never negative either, because the field adds a non-negative operator to $H_0$.

### Why the electron becomes heavier

To first order in $\lambda$, the perturbed state is

$$\varphi=\varphi_0-\lambda\sum_{n>0}\frac{\zeta_{n0}}{\varepsilon_n-\varepsilon_0}\,\varphi_n .$$

The mean position moves by twice the cross term between $\varphi_0$ and the correction:

$$\delta z=-2\lambda S=-\frac{2\hbar q\,eB\,S}{m_x}.$$

The sign agrees with the Lorentz force. An electron moving along $+x$ with speed $v$ in a field along $+y$ feels $-e\,\mathbf v\times\mathbf B$, which is $-evB$ along $z$.

The group velocity is $\hbar^{-1}dE/dk$. The derivative of an eigenvalue is the expectation value of the derivative of $H$, so

$$v=\frac{\langle\hbar k+eBz\rangle}{m_x}=\frac{\hbar q+eB\,\delta z}{m_x}=\frac{\hbar q}{m_x}(1-g).$$

The displacement has the sign that reduces the velocity at given $q$. A smaller velocity at the same wavevector is a larger mass.

The coefficient in the mass formula is an electric polarizability. A static electric field $F$ along $z$ adds $eF\zeta$ to the electron's energy, with the second-order result $-e^2F^2S$. Setting this equal to $-\tfrac12\alpha F^2$ gives $\alpha=2e^2S$, so that

$$m_x^*=m_x+\alpha B^2 .$$

To leading order the moving electron responds to the magnetic force as it would to an electric field $vB$ across the film. The increase $\alpha B^2$ contains $m_z$ through the confined levels but does not contain $m_x$.

### Excited subbands

The same expansion holds for a nondegenerate subband $j$ if the mean position and the variance are taken in the state $\varphi_j$ and the sum $S$ is replaced by

$$S_j=\sum_{n\ne j}\frac{|z_{nj}|^2}{\varepsilon_n-\varepsilon_j}.$$

Levels below $j$ now contribute negatively. If they outweigh the levels above, the mass decreases. This happens in the second subband of the example, whose mass changes by about $-0.5$ % at 10 T. The energy shift remains positive at quadratic order, because a variance is positive.

### Bounds that need little information

If only the variance and the first gap are known, $S$ can still be bracketed. Every gap in $S$ is at least $\varepsilon_1-\varepsilon_0$, and completeness gives $\sum_{n>0}|z_{n0}|^2=\sigma^2$. Therefore

$$S\le\frac{\sigma^2}{\varepsilon_1-\varepsilon_0}.$$

The lower bound uses a sum rule. Since $V$ commutes with $\zeta$,

$$[H_0,\zeta]=-\frac{i\hbar p_z}{m_z},\qquad [\zeta,[H_0,\zeta]]=\frac{\hbar^2}{m_z}.$$

Written out, the double commutator is $2\zeta H_0\zeta-\zeta^2H_0-H_0\zeta^2$. In the state $\varphi_0$ its mean is $2\langle\zeta(H_0-\varepsilon_0)\zeta\rangle$. Inserting the complete set of states between the factors gives

$$\sum_{n>0}(\varepsilon_n-\varepsilon_0)|z_{n0}|^2=\frac{\hbar^2}{2m_z}.$$

Now write each term of $\sigma^2$ as the product of $|z_{n0}|\sqrt{\varepsilon_n-\varepsilon_0}$ and $|z_{n0}|/\sqrt{\varepsilon_n-\varepsilon_0}$. The Cauchy–Schwarz inequality yields

$$\sigma^4\le\frac{\hbar^2}{2m_z}\,S,\qquad\text{so}\qquad S\ge\frac{2m_z\sigma^4}{\hbar^2}.$$

With the magnetic length $\ell$ defined by $\ell^2=\hbar/eB$, the lower bound for the relative mass increase becomes

$$g\ge4\,\frac{m_z}{m_x}\left(\frac{\sigma}{\ell}\right)^4 .$$

### The parabolic film

For $V=\tfrac12m_z\omega_0^2\zeta^2$ the position operator connects the ground state to the first excited state alone. The two bounds then coincide. With $\sigma^2=\hbar/2m_z\omega_0$ and gap $\hbar\omega_0$, they give $S=1/(2m_z\omega_0^2)$.

This case can be solved without an expansion. The potential energy including the field is

$$\frac12\left(m_z\omega_0^2+\frac{e^2B^2}{m_x}\right)\zeta^2+\frac{\hbar q\,eB}{m_x}\zeta+\frac{\hbar^2q^2}{2m_x}.$$

Completing the square moves the centre of the oscillator and leaves a $q$-dependent energy

$$\frac{\hbar^2q^2}{2m_x}\left[1-\frac{e^2B^2/m_x}{m_z\omega_0^2+e^2B^2/m_x}\right].$$

The bracket is $m_x/m_x^*$. Bringing it to a common denominator and inverting,

$$\frac{m_x^*}{m_x}=1+\frac{e^2B^2}{m_xm_z\omega_0^2}.$$

This equals $1+g$ at any field. The fourth-order correction to the mass vanishes in the parabolic film; in other films it need not.

## 2. Evaluation for a film, and the limits of the result

The results taken from the first half are these. The field $B$ lies along $y$, $\ell^2=\hbar/eB$, and $z$ is the direction of confinement. The lowest zero-field state $\varphi_0$ has energy $\varepsilon_0$, position variance $\sigma^2$ and response sum $S=\sum_{n>0}|z_{n0}|^2/(\varepsilon_n-\varepsilon_0)$. Position measured from its mean is $\zeta$. To quadratic order,

$$\Delta E=\frac{\hbar^2}{2m_x}\frac{\sigma^2}{\ell^4},\qquad g=\frac{m_x^*-m_x}{m_x}=4\,\frac{\hbar^2}{2m_x}\frac{S}{\ell^4}.$$

These forms follow from $eB=\hbar/\ell^2$. They are convenient in numerical work because they need only lengths, energies and the constant $\hbar^2/2m_x$.

### Computing the response without excited states

The sum $S$ can be obtained from one linear equation. Let $\chi$ be orthogonal to $\varphi_0$ and satisfy

$$(H_0-\varepsilon_0)\chi=\zeta\varphi_0 .$$

Projecting on $\varphi_n$ gives $\langle\varphi_n|\chi\rangle=\zeta_{n0}/(\varepsilon_n-\varepsilon_0)$, and hence $S=\langle\varphi_0|\zeta|\chi\rangle$. On a grid the matrix $H_0-\varepsilon_0$ is singular. Adding $\eta|\varphi_0\rangle\langle\varphi_0|$, with any energy $\eta>0$, removes the singularity. It does not alter the answer: projection of the new equation on $\varphi_0$ gives $\eta\langle\varphi_0|\chi\rangle=\langle\zeta\rangle=0$. The mean position must be subtracted before the equation is solved, since otherwise the right-hand side has a component along $\varphi_0$.

To quadratic order in the field, the position variance sets the rise of the lowest subband and the polarizability across the film sets its mass increase; the response sum $S$ can be found from one linear equation. What remains is to evaluate these results for hard walls and finite barriers, compare them with the full Hamiltonian, and estimate the neglected effects.
